Delta comb in plane waves: Kronig-Penney relation and slow basis convergence

Q: A comb of delta functions couples every plane wave to every other with the same strength. No matrix element falls off as the wave vectors move apart. Why should the secular problem be tractable at all?

A: Because the matrix elements are all equal. In hartree atomic units the Hamiltonian is

H = −½ d²/dx² + λ Σₙ δ(x − na),

with λ real and nonzero, n running over the integers, and a the lattice constant. I fix a Bloch wave number k with −π/a < k ≤ π/a and use the plane waves

φ_G(x) = e^{i(k+G)x}/√a, G = gm, g = 2π/a, m integer,

which are orthonormal on one cell. A cell centred on x = 0 contains one delta, so

⟨φ_G|V|φ_G'⟩ = λ φ_G*(0) φ_G'(0) = λ/a.

The kinetic energy is diagonal. Write

ψ = Σ_G c_G φ_G, S = Σ_G c_G, D_G = ½(k+G)² − E.

Row G of the secular problem is then

D_G c_G + (λ/a) S = 0.

The unknown coefficients enter each row through c_G itself and one common number S, which is the wave function at the delta: ψ(0) = S/√a.

Q: You still have as many equations as plane waves.

A: They collapse to one. Suppose S ≠ 0. Then no D_G can vanish, since that row would read λS/a = 0. I may divide:

c_G = −(λ/a) S/D_G.

Summing over G gives S on the left:

S = −(λ/a) S Σ_G 1/D_G.

Dividing by λS and moving everything to one side,

F(E) ≡ 1/λ + (1/a) Σ_G 1/D_G = 0.

The same algebra holds for a finite basis |m| ≤ M, with the sum restricted accordingly. I call that function F_M.

Q: You divided by S. What if S = 0?

A: Then D_G c_G = 0 in every row, so c_G can differ from zero only where ½(k+G)² = E. One such wave cannot give S = 0, so two different waves must have the same kinetic energy. This requires k + G = −(k + G'), hence k = −(G + G')/2, which in the chosen zone means k = 0 or k = π/a. The two coefficients are opposite, and the state is

e^{ipx} − e^{−ipx} = 2i sin px, p = k + G ≠ 0.

Here p is a multiple of π/a, so the sine vanishes at every delta. The particle does not feel the comb, and its energy is p²/2.

Q: Does the scalar equation find all the other eigenvalues, or might some be lost?

A: Count its roots. Since dD_G/dE = −1,

F_M′(E) = (1/a) Σ_G 1/D_G² > 0.

So F_M increases between its poles, which are the free-electron energies. Just above a pole it starts at −∞, and just below the next it reaches +∞, which gives one root in each gap between neighbouring poles. Far from all poles F_M tends to 1/λ. For λ < 0 there is one more root below the lowest pole and none above the highest. For λ > 0 it is the other way round. N distinct poles thus give N roots.

For k other than 0 and π/a, all 2M+1 poles are distinct and every eigenvalue is found. At k = 0 or π/a there are M degenerate pairs and one unpaired wave, hence M+1 distinct poles and M+1 roots. The M sine states complete the count.

Q: The Kronig-Penney relation has a cosine and a sine in it. Your equation has an infinite sum. How do you close the gap without looking the sum up?

A: By computing the Fourier coefficients of a suitable function. Put E = q²/2 and define on 0 ≤ x ≤ a

u(x) = sin q(a−x) + e^{ika} sin qx,

continued to other cells by u(x+a) = e^{ika} u(x). At the ends u(0) = sin qa and u(a) = e^{ika} sin qa, so the continued function is continuous. Inside the cell u″ = −q²u. With p = k + G, let

I_G = ∫₀ᵃ e^{−ipx} u(x) dx.

Two integrations by parts give

∫₀ᵃ e^{−ipx} u″ dx = [e^{−ipx} u′]₀ᵃ + ip [e^{−ipx} u]₀ᵃ − p² I_G.

Because e^{−ipa} = e^{−ika}, the second bracket is e^{−ika}e^{ika} sin qa − sin qa = 0. For the first we need

u′(x) = −q cos q(a−x) + q e^{ika} cos qx,
u′(a) = −q + q e^{ika} cos qa,
u′(0) = −q cos qa + q e^{ika}.

Therefore

e^{−ika} u′(a) − u′(0) = −q e^{−ika} + q cos qa + q cos qa − q e^{ika}
= 2q(cos qa − cos ka).

The left side of the integrated equation is −q² I_G, so

I_G = 2q(cos qa − cos ka)/(p² − q²).

The coefficients fall as G⁻². The Fourier series u(x) = (1/a) Σ_G I_G e^{ipx} therefore converges absolutely and represents the continuous function u at every point. At x = 0,

sin qa = (1/a) · 2q(cos qa − cos ka) Σ_G 1/(p² − q²).

Since 1/D_G = 2/(p² − q²), this says

(1/a) Σ_G 1/D_G = sin qa / [q(cos qa − cos ka)].

It holds wherever no D_G vanishes; at q = 0 one takes the limit. Now F = 0 reads

1/λ + sin qa / [q(cos qa − cos ka)] = 0.

Multiplying by λ(cos qa − cos ka) and rearranging,

cos ka = cos qa + (λ/q) sin qa.

This is the Kronig-Penney relation for a delta comb.

Q: Multiplying by cos qa − cos ka could have let in false roots.

A: A new root would need cos qa = cos ka, and the relation then demands (sin qa)/q = 0. Hence qa is a nonzero multiple of π, and k is 0 or π/a. Those are the sine states, which are true eigenstates. The multiplied form restores what the division by S had set aside.

Q: And if the energy is negative, q is imaginary. Does the relation survive?

A: Yes. With q = iκ, cos qa becomes cosh κa and (sin qa)/q becomes (sinh κa)/κ:

cos ka = cosh κa + (λ/κ) sinh κa.

For an attractive comb with a → ∞, both hyperbolic functions approach e^{κa}/2, while the left side stays bounded. So 1 + λ/κ → 0, giving κ = |λ| and E = −λ²/2, the bound state of one delta well. In the opposite limit λ → 0, the relation gives cos qa = cos ka, which is the free electron.

Take round model parameters: a = 4 bohr, λ = −1 hartree·bohr and k = 0.25 bohr⁻¹, so ka = 1. The lowest band has E = −0.518319 hartree, hence κ = √(2 × 0.518319) = 1.01815 bohr⁻¹. The right side is

29.363727 − 28.823425 = 0.540302,

which is cos 1. The energy lies a little below the isolated-well value of −0.5 hartree.

As a test on separate ground, the lowest three Kronig-Penney energies were compared with finite-difference solutions in real space, on grids of 200 and 400 points per cell, extrapolated to remove the error quadratic in the grid spacing. They agreed within 10⁻⁵ hartree for λ = −1 and λ = 1.5 hartree·bohr, each at two wave numbers.

Q: All this needed infinitely many plane waves. With a cutoff, is the error above or below the exact energy?

A: Above, for a fixed band with S ≠ 0, once M is large enough that both its exact and its truncated energy lie below the omitted free-electron energies. Split the infinite sum:

F(E) = F_M(E) + T_M(E), T_M(E) = (1/a) Σ_{|m|>M} 1/D_G.

Every omitted D_G is positive there, so T_M > 0. The truncated eigenvalue E_M satisfies F_M(E_M) = 0, and therefore

F(E_M) = T_M(E_M) > 0.

The exact E satisfies F(E) = 0. For a fixed band and M large enough, both roots lie in the same interval between poles, where F increases. Hence E_M > E.

Q: A sign is cheap. How large is T_M?

A: Pair the waves m and −m:

T_M = (2/a) Σ_{m>M} { 1/[(gm+k)² − q²] + 1/[(gm−k)² − q²] }.

For large m the two terms are

[1 − 2k/(gm) + O(m⁻²)]/(gm)² and [1 + 2k/(gm) + O(m⁻²)]/(gm)².

The terms linear in k cancel in the sum, so

T_M = [4/(a g²)] Σ_{m>M} 1/m² + O(M⁻³).

To evaluate what remains, compare 1/m² with

1/(m² − ¼) = 1/(m − ½) − 1/(m + ½).

Summed over m > M, the right side telescopes to 1/(M + ½). The difference between 1/(m² − ¼) and 1/m² is 1/[4m²(m² − ¼)], whose sum is O(M⁻³). Thus

Σ_{m>M} 1/m² = 1/(M + ½) + O(M⁻³).

Define Gmax = gM and K = g(M + ½) = Gmax + π/a. Using ag = 2π,

T_M = 4/(agK) + O(K⁻³) = 2/(πK) + O(K⁻³).

The leading tail depends neither on the energy nor on k.

Q: That is an error in F, not in the energy.

A: Let Δ = E_M − E. Since T_M → 0 and F′ > 0, Δ also tends to zero, and expansion about E gives

F′(E) Δ + ½F″(E) Δ² + … = T_M.

To leading order Δ = T_M/F′(E). The slope follows from normalization of the exact state. From c_G = −(λ/a)S/D_G,

1 = Σ_G |c_G|² = (λ²|S|²/a²) Σ_G 1/D_G² = (λ²|S|²/a) F′(E).

With |ψ(0)|² = |S|²/a this is F′(E) = 1/(λ²|ψ(0)|²), and so

E_M − E = 2λ²|ψ(0)|²/(πK) + O(K⁻²).

Replacing K by Gmax changes the result at order Gmax⁻². The coefficient of 1/Gmax is nonzero whenever ψ(0) ≠ 0, so the decay for such a band cannot be faster.

Q: Can you confirm the factor 2/π by another route?

A: Take weak coupling, at a k where the unperturbed level is not degenerate. The second-order energy contains, from the omitted waves,

−(λ/a)² Σ_{|m|>M} 1/D_G = −(λ²/a) T_M ≈ −2λ²/(πaK),

with E in D_G set to the unperturbed energy. A truncated basis misses this lowering, so its energy is too high by 2λ²/(πaK). The general law gives the same, because a single plane wave has |ψ(0)|² = 1/a.

Q: I accept the algebra, but not yet the physics. What is so hard for plane waves to describe?

A: The cusp. Integrating the Schrödinger equation across x = 0 leaves

−½[ψ′(0⁺) − ψ′(0⁻)] + λψ(0) = 0,

so the slope jumps by 2λψ(0). In the integration by parts above, that jump is the boundary term that survives. It gives

c_G = −λψ(0)/(√a D_G) ≈ −2λψ(0)/(√a G²).

The omitted weight is small, of order K⁻³, but each omitted wave carries kinetic energy of about ½G². The omitted kinetic energy is

Σ_{|m|>M} ½G²|c_G|² ≈ (2λ²|ψ(0)|²/a) Σ_{|m|>M} 1/G²
≈ (2λ²|ψ(0)|²/a) · 2/(gK) = 2λ²|ψ(0)|²/(πK),

which equals the leading energy error.

Q: Is that equality an accident?

A: No. Cut the exact state to ψ − δ, where δ is its omitted part. Since (H − E)ψ = 0,

⟨ψ−δ|H−E|ψ−δ⟩ = ⟨δ|H−E|δ⟩.

The right side is the omitted kinetic energy, plus λ|δ(0)|², minus E⟨δ|δ⟩. Since δ(0) is a sum of G⁻² terms, it is O(K⁻¹), and its square is O(K⁻²). The last term is O(K⁻³). The kinetic part therefore dominates. Dividing by ⟨ψ−δ|ψ−δ⟩ = 1 − O(K⁻³) gives the energy error of the cut state. That state is not quite the eigenvector of the truncated matrix, whose coefficients are proportional to 1/(D_G − Δ) instead of 1/D_G. The two sets differ by Δ/D_G² to leading order, which is O(K⁻¹) with finite kinetic energy. The energy expectation in the truncated space is stationary at the eigenvector, so the two energies differ only at O(K⁻²), and E_M − E equals the omitted kinetic energy to leading order.

Q: Perhaps any potential this strong and narrow converges slowly. How do you know that the cusp is to blame?

A: Replace each delta by a normalized Gaussian of the same strength λ, with standard deviation 0.30 bohr. The potential is now smooth, so ψ is smooth. Integration by parts can be repeated without boundary terms, and the coefficients fall faster than any power of 1/G. Measured against a basis with M = 48, the lowest-band error at k = 0.25 bohr⁻¹ is 4.3 × 10⁻³ hartree for M = 2, 7.4 × 10⁻⁵ for M = 4 and 2.3 × 10⁻⁹ for M = 8. The delta comb at M = 8 still has an error of 4.3 × 10⁻² hartree.

Width still matters. The Gaussian matrix elements are (λ/a) exp[−½σ²(G − G')²] for standard deviation σ, so the fast decay sets in gradually as K approaches 1/σ. Far below that the basis does not resolve the Gaussian, and the error falls little faster than 1/K. With σ = 0.03 bohr, measured against a basis with M = 200, the error is still 1.8 × 10⁻² hartree at M = 8, and it has dropped to 3 × 10⁻⁸ hartree by M = 64. The cusp is what makes the 1/K law persist however large the cutoff becomes.

The smoothing has a price. The Gaussian comb has its lowest level at −0.3367 hartree, not −0.5183 hartree. It converges rapidly to the answer of a different problem.

Q: Show me the law at work on the delta comb itself.

A: For the lowest band |ψ(0)|² = 0.9674 bohr⁻¹, so the prefactor of 1/K is

C = 2 × 1² × 0.9674/π = 0.6159 hartree/bohr,

the unit following because C/K is an energy and K is in bohr⁻¹.

Q: How does the prediction compare with diagonalization?

A: At M = 64, K = 100.531 + 0.785 = 101.316 bohr⁻¹, and the law predicts 0.6159/101.316 = 6.08 × 10⁻³ hartree. The diagonalized matrix has an error of 6.02 × 10⁻³ hartree. At M = 256 the two numbers are 1.529 × 10⁻³ and 1.525 × 10⁻³ hartree.

Q: The actual error is below the prediction each time. Is that chance?

A: It is the next term. Solving the expansion for Δ to second order gives

Δ = T_M/F′ − F″T_M²/(2F′³) + …

Here F″ = (2/a) Σ_G 1/D_G³. In the lowest band of an attractive comb every D_G is positive, so F″ > 0 and the correction is negative. For its size use the isolated well, where F = 1/λ + 1/κ. With dκ/dE = −1/κ, F′ = κ⁻³ and F″ = 3κ⁻⁵. The correction relative to the leading term is

−F″T_M/(2F′²) = −(3/2)κT_M = −3κ/(πK).

With κ ≈ 1 bohr⁻¹ this is −0.24% at M = 256, as found. At M = 8 it is about −7%, again as found.

Q: What does the slow decay cost in practice?

A: An error below 10⁻³ hartree first occurs at M = 391, and one below 10⁻⁴ hartree at M = 3920. The second basis has 2 × 3920 + 1 = 7841 plane waves. Ten times the accuracy costs ten times the basis.

Knowing the law helps. If E_M = E + C/K + O(K⁻²), two cutoffs K₁ < K₂ eliminate C:

E ≈ (K₂E₂ − K₁E₁)/(K₂ − K₁).

For M = 128 and 256 this gives −0.518312 hartree. The remaining error is about 7 × 10⁻⁶ hartree, some two hundred times smaller than that of the larger basis alone.

Q: Do energy differences converge faster, since all bands suffer from the same cusp?

A: Not in general, because |ψ(0)|² differs between bands. In the example C is 0.616, 0.144 and 0.086 hartree/bohr for bands one to three. The lowest band is raised most, so at this k its separation from the second is too small by about (0.616 − 0.144)/K = 0.472/K hartree, with K in bohr⁻¹. That is still a 1/K error.

Q: Where does the result fail?

A: First, for the sine states. Three plane waves, M = 1, already give 1.233701 hartree at k = 0 and 0.308425 hartree at k = π/a, in agreement with p²/2. Their truncation error is zero once both waves are present.

Second, the law is asymptotic for a fixed band. It needs K well above |k| and |q|, and a small second-order correction. It says nothing about the highest eigenvalues of a truncated matrix.

Third, it belongs to one dimension. In d dimensions the number of G vectors in a shell grows as G^{d−1}, so the tail of Σ 1/G² behaves as ∫ G^{d−3} dG. This converges for d = 1 but diverges for d = 2 and 3. There F has no infinite-basis limit at fixed λ, and this derivation cannot be carried over.

Table of computed values

```
lattice constant a = 4.00 bohr
coupling lambda = -1.00 hartree bohr
wave number k = 0.25 1/bohr, k a = 1.00
reciprocal spacing 2 pi/a = 1.570796 1/bohr
band, exact E (hartree), |psi(0)|^2 (1/bohr), prefactor C (hartree/bohr)
  1  -0.51831911  0.967400  0.615866
  2  0.60038975  0.226541  0.144221
  3  1.46186895  0.134783  0.085805
lowest band: kappa = sqrt(-2E) = 1.018154 1/bohr
  cosh(kappa a) = 29.363727
  lambda sinh(kappa a)/kappa = -28.823425
  cos(k a) = 0.540302
lowest band: M, Gmax (1/bohr), E_M, error, C/K (all three in hartree)
    8    12.566  -0.47543865  4.2880e-02  4.6126e-02
   16    25.133  -0.49543252  2.2887e-02  2.3762e-02
   32    50.265  -0.50648273  1.1836e-02  1.2064e-02
   64   100.531  -0.51229842  6.0207e-03  6.0786e-03
  128   201.062  -0.51528259  3.0365e-03  3.0511e-03
  256   402.124  -0.51679423  1.5249e-03  1.5285e-03
observed power of 1/Gmax, M = 128 to 256: 0.9937
error below 1e-03 hartree: smallest M = 391, law gives 391.6
error below 1e-04 hartree: smallest M = 3920, law gives 3920.2
Gaussian comb, standard deviation 0.30 bohr, E = -0.33674633 hartree
  M = 2: error = 4.260e-03 hartree
  M = 4: error = 7.445e-05 hartree
  M = 8: error = 2.313e-09 hartree
sine state at k = 0, M = 1: E = 1.23370055 hartree, exact 1.23370055
sine state at k = pi/a, M = 1: E = 0.30842514 hartree, exact 0.30842514
```
